# Weizsäcker's gradient term and Scott's Z² energy in Thomas–Fermi atoms: a program that tests the result

```python
"""Thomas-Fermi-Weizsaecker (TFW) atom: the Z^2 energy and Scott's term.

Result under test (hartree atomic units): for a neutral atom of charge Z,
    E_TFW = E_TF + D Z^2 + smaller terms,  D = K sqrt(lam) / gamma^(3/2),
where lam multiplies the Weizsaecker energy (1/8) int |grad n|^2 / n,
gamma = (3 pi^2)^(2/3) / 2, and K is the minimum of the inner functional
    int [ |grad f|^2/2 + 3 f^(10/3)/5 - f^2/x + 2 x^(-5/2)/5 ] d^3x.
D = 1/2 (Scott) fixes lam = (gamma^(3/2) / (2K))^2, close to 0.186.

Symbols: r radius, x = Z r / lam inner radius, n density, f^2 scaled density,
g = sqrt(n / (Z/(gamma r))^(3/2)) ratio to the Thomas-Fermi singularity,
W = r (potential + chemical potential) / Z screening function.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson, solve_bvp
from scipy.special import zeta

pi = np.pi
gamma = (3 * pi**2) ** (2 / 3) / 2
b = 0.5 * (3 * pi / 4) ** (2 / 3)
hartree_ev = physical_constants["Hartree energy in eV"][0]
BOX = 50.0  # cell radius in Thomas-Fermi lengths b Z^(-1/3)


def solve_tf():
    """Neutral Thomas-Fermi function in s = sqrt(radius)."""
    s = np.linspace(0, np.sqrt(BOX), 800)
    q = 1 + s**2 / 144 ** (1 / 3)
    guess = np.array([q**-3, -3 / 144 ** (1 / 3) * q**-4])

    def rhs(s, y):
        return np.array([2 * s * y[1], 2 * np.maximum(y[0], 0) ** 1.5])

    def bc(ya, yb):
        return np.array([ya[0] - 1, BOX * yb[1] - yb[0]])

    sol = solve_bvp(rhs, bc, s, guess, tol=1e-9, max_nodes=30000)
    assert sol.success, sol.message
    return sol


def solve_inner(x0=1e-4, x1=1e3):
    """Universal inner equation, with t = ln x."""
    t = np.linspace(np.log(x0), np.log(x1), 1500)
    x = np.exp(t)
    g = (x / (x + 0.375)) ** 0.75
    guess = np.array([g, np.gradient(g, t)])

    def rhs(t, y):
        g, h = y
        force = 2 * np.exp(t) * (np.abs(g) ** (4 / 3) - 1) * g
        return np.array([h, h / 2 + 3 * g / 16 + force])

    def bc(ya, yb):
        return np.array([ya[1] - 0.75 * ya[0], yb[0] - 1 + 9 / (128 * x1)])

    sol = solve_bvp(rhs, bc, t, guess, tol=1e-8, max_nodes=50000)
    assert sol.success, sol.message
    return sol


def solve_atom(Z, lam, tf):
    """Self-consistent neutral TFW atom in atomic units, with t = ln r."""
    length = b * Z ** (-1 / 3)
    R = BOX * length
    t = np.linspace(np.log(1e-4 * lam / Z), np.log(R), 1200)
    r = np.exp(t)
    xt = np.minimum(r / length, BOX)
    W, slope = tf.sol(np.sqrt(xt))
    y = Z * r / lam
    g = (np.maximum(W, 0) * y / (y + 0.375)) ** 0.75
    guess = np.array([g, np.gradient(g, t), W, xt * slope])

    def rhs(t, y):
        g, h, W, V = y
        r = np.exp(t)
        n = (Z / (gamma * r)) ** 1.5 * g**2
        force = 2 * Z * r / lam * (np.abs(g) ** (4 / 3) - W) * g
        return np.array([h, h / 2 + 3 * g / 16 + force,
                         V, V + 4 * pi * r**3 * n / Z])

    def bc(ya, yb):
        return np.array([ya[1] - 0.75 * ya[0], yb[1] - 0.75 * yb[0],
                         ya[2] - ya[3] - 1, yb[3] - yb[2]])

    sol = solve_bvp(rhs, bc, t, guess, tol=1e-6, max_nodes=30000)
    assert sol.success, (Z, lam, sol.message)
    t = np.linspace(t[0], t[-1], 20001)
    r = np.exp(t)
    g, h, W, V = sol.sol(t)
    assert g.min() > -1e-6
    n = (Z / (gamma * r)) ** 1.5 * g**2
    psi_t = (Z / (gamma * r)) ** 0.75 * (h - 0.75 * g)
    hartree_pot = Z / r * (1 - W) + Z * W[-1] / R
    kin_tf = simpson(4 * pi * r**3 * 0.6 * gamma * n ** (5 / 3), x=t)
    kin_w = simpson(4 * pi * r * lam / 2 * psi_t**2, x=t)
    nuclear = -simpson(4 * pi * r**2 * Z * n, x=t)
    repulsion = 0.5 * simpson(4 * pi * r**3 * n * hartree_pot, x=t)
    energy = kin_tf + kin_w + nuclear + repulsion
    # The finite cell and the mesh limit the virial balance.
    assert abs(energy + kin_tf + kin_w) < 1e-4 * abs(energy)
    r_small = 1e-3 * lam / Z
    g_small = sol.sol(np.log(r_small))[0]
    n0 = (Z / (gamma * r_small)) ** 1.5 * g_small**2 * (1 + 2e-3)
    return energy, kin_w, n0, R


# Thomas-Fermi reference energy
tf = solve_tf()
B = -tf.sol(0.0)[1]
c_tf = 3 * B / (7 * b)

# Inner problem: two separate integrals, with analytic end pieces
inner = solve_inner()
x0, x1 = 1e-4, 1e3
t = np.linspace(np.log(x0), np.log(x1), 40001)
x = np.exp(t)
g, h = inner.sol(t)
a = 9 / 128
G = 2 * pi * (simpson((h - 0.75 * g) ** 2 / np.sqrt(x), x=t)
              + 9 / 8 * x1**-0.5 - 7 / 4 * a * x1**-1.5)
local = np.sqrt(x) * (0.6 * np.abs(g) ** (10 / 3) - g**2 + 0.4)
U = 4 * pi * (simpson(local, x=t) + 0.8 * np.sqrt(x0)
              + 8 * a**2 / 9 * x1**-1.5)
K = G + U
assert abs(G - U) < 1e-3 * G
f0 = inner.sol(np.log(1e-3))[0] * 1e-3**-0.75 * (1 + 1e-3)
gc, hc = inner.sol(np.log(0.01))
cusp = (hc / gc - 0.75) / 0.01
assert abs(cusp + 1) < 0.05  # finite x leaves a correction of order x
tail = 50 * (1 - inner.sol(np.log(50.0))[0])
assert abs(tail / a - 1) < 0.05

# Variational bound from f = (x + 1)^(-3/4), with its length optimized
G_trial = 2 * pi * 9 / 16 * quad(
    lambda y: 2 * y**5 * (y * y + 1) ** -3.5, 0, np.inf)[0]
U_trial = 4 * pi * quad(
    lambda y: 2 * y**5 * (0.6 * (y * y + 1) ** -2.5
                          - (y * y + 1) ** -1.5 / y**2 + 0.4 * y**-5),
    0, 300, limit=300)[0]
assert abs(G_trial - 6 * pi / 5) < 1e-5
assert abs(U_trial - 16 * pi / 5) < 1e-5
K_trial = 2 * np.sqrt(G_trial * U_trial)
assert K < K_trial < 1.05 * K

# Scott shift: hydrogenic shells against Thomas-Fermi quadrature, Z = 1
shells = 200
electrons = 2 * sum(k * k for k in range(1, shells + 1))
nu = (1.5 * electrons) ** (1 / 3)
edge = 2 * nu**2


def coulomb_tf(theta, want_energy):
    r = edge * np.sin(theta) ** 2
    dr = 2 * edge * np.sin(theta) * np.cos(theta)
    n = (np.cos(theta) ** 2 / (gamma * r)) ** 1.5
    value = 0.6 * gamma * n ** (5 / 3) - n / r if want_energy else n
    return 4 * pi * r**2 * value * dr


N_quad = quad(coulomb_tf, 0, pi / 2, args=(False,))[0]
E_quad = quad(coulomb_tf, 0, pi / 2, args=(True,))[0]
assert abs(N_quad / electrons - 1) < 1e-8
scott = -shells - E_quad
assert abs(scott - 0.5) < 1e-3

lam_s = (gamma**1.5 / (2 * K)) ** 2
lam_trial = (gamma**1.5 / (2 * K_trial)) ** 2
assert abs(lam_s - 0.186) < 5e-4

print(f"TF initial slope magnitude B = {B:.6f}")
print(f"TF energy / Z^(7/3) = {-c_tf:.6f} hartree")
print(f"gamma = {gamma:.6f}, gamma^(3/2) = {gamma**1.5:.6f} a.u.")
print(f"inner gradient integral G = {G:.5f}")
print(f"inner local integral U = {U:.5f}")
print(f"universal constant K = {K:.4f}")
print(f"trial G, U = {G_trial:.5f}, {U_trial:.5f}")
print(f"trial upper bound on K = {K_trial:.4f}")
print(f"lambda from trial bound = {lam_trial:.4f}")
print(f"lambda matching Scott = {lam_s:.4f}")
print(f"inner amplitude f(0) = {f0:.4f}")
print(f"f'/f at x = 0.01: {cusp:.4f}")
print(f"x(1-g) at x = 50: {tail:.5f}; limit 9/128 = {a:.5f}")
for point in (0.1, 1.0, 10.0):
    ratio = inner.sol(np.log(point))[0] ** 2
    print(f"TFW/TF inner density ratio at x = {point:g}: {ratio:.4f}")
print(f"Scott shift, {shells} shells = {scott:.5f} Z^2 hartree")

# Full atoms at large Z, extrapolated in Z^(-1/3)
charges = np.array([1e3, 1e4, 1e5])
steps = charges ** (-1 / 3)
for name, lam in (("1/9", 1 / 9), ("lambda_S", lam_s)):
    D = K * np.sqrt(lam) / gamma**1.5
    n0_inner = f0**2 / (lam * gamma) ** 1.5
    shifts = []
    for Z in charges:
        E, TW, n0, R = solve_atom(Z, lam, tf)
        shifts.append((E + c_tf * Z ** (7 / 3)) / Z**2)
    fit = np.linalg.solve(np.vander(steps, 3, increasing=True), shifts)
    assert abs(fit[0] - D) < 0.01  # three-point extrapolation error
    assert abs(n0 / charges[-1] ** 3 / n0_inner - 1) < 0.01
    print(f"[{name}] D from inner problem = {D:.4f} hartree")
    print(f"[{name}] (E-E_TF)/Z^2 at Z=1e3,1e4,1e5 = "
          + ", ".join(f"{v:.4f}" for v in shifts) + " hartree")
    print(f"[{name}] D extrapolated from atoms = {fit[0]:.4f} hartree")
    print(f"[{name}] n(0)/Z^3, inner limit = {n0_inner:.4f} a.u.")
print(f"hydrogenic s shells: n(0)/Z^3 = {2 * zeta(3) / pi:.4f} a.u.")

# Worked example: free erbium atom in the statistical model
Z = 68
E_tf = -c_tf * Z ** (7 / 3)
print(f"Er: Z = {Z}")
print(f"Er: TF energy = {E_tf:.1f} hartree")
print(f"Er: Scott term Z^2/2 = {Z**2 / 2:.1f} hartree")
print(f"Er: TF + Scott = {E_tf + Z**2 / 2:.1f} hartree")
for name, lam in (("1/9", 1 / 9), ("lambda_S", lam_s)):
    E, TW, n0, R = solve_atom(Z, lam, tf)
    D = K * np.sqrt(lam) / gamma**1.5
    assert E > E_tf
    print(f"Er [{name}]: TFW energy = {E:.1f} hartree"
          f" = {E * hartree_ev / 1000:.2f} keV")
    print(f"Er [{name}]: E - E_TF = {E - E_tf:.1f} hartree")
    print(f"Er [{name}]: leading D Z^2 = {D * Z**2:.1f} hartree")
    print(f"Er [{name}]: Weizsaecker energy = {TW:.1f} hartree")
    print(f"Er [{name}]: n(0)/Z^3 = {n0 / Z**3:.4f} a.u.")
print(f"Er: cell radius = {R:.2f} bohr")
print("tests ok")
```

Output:

```
TF initial slope magnitude B = 1.588071
TF energy / Z^(7/3) = -0.768745 hartree
gamma = 4.785390, gamma^(3/2) = 10.468296 a.u.
inner gradient integral G = 6.06968
inner local integral U = 6.06968
universal constant K = 12.1394
trial G, U = 3.76991, 10.05310
trial upper bound on K = 12.3125
lambda from trial bound = 0.1807
lambda matching Scott = 0.1859
inner amplitude f(0) = 1.6315
f'/f at x = 0.01: -0.9905
x(1-g) at x = 50: 0.07115; limit 9/128 = 0.07031
TFW/TF inner density ratio at x = 0.1: 0.0695
TFW/TF inner density ratio at x = 1: 0.6642
TFW/TF inner density ratio at x = 10: 0.9847
Scott shift, 200 shells = 0.49958 Z^2 hartree
[1/9] D from inner problem = 0.3865 hartree
[1/9] (E-E_TF)/Z^2 at Z=1e3,1e4,1e5 = 0.3813, 0.3842, 0.3855 hartree
[1/9] D extrapolated from atoms = 0.3865 hartree
[1/9] n(0)/Z^3, inner limit = 6.8657 a.u.
[lambda_S] D from inner problem = 0.5000 hartree
[lambda_S] (E-E_TF)/Z^2 at Z=1e3,1e4,1e5 = 0.4911, 0.4960, 0.4982 hartree
[lambda_S] D extrapolated from atoms = 0.5000 hartree
[lambda_S] n(0)/Z^3, inner limit = 3.1723 a.u.
hydrogenic s shells: n(0)/Z^3 = 0.7653 a.u.
Er: Z = 68
Er: TF energy = -14509.0 hartree
Er: Scott term Z^2/2 = 2312.0 hartree
Er: TF + Scott = -12197.0 hartree
Er [1/9]: TFW energy = -12785.6 hartree = -347.91 keV
Er [1/9]: E - E_TF = 1723.3 hartree
Er [1/9]: leading D Z^2 = 1787.4 hartree
Er [1/9]: Weizsaecker energy = 826.2 hartree
Er [1/9]: n(0)/Z^3 = 6.7174 a.u.
Er [lambda_S]: TFW energy = -12307.3 hartree = -334.90 keV
Er [lambda_S]: E - E_TF = 2201.7 hartree
Er [lambda_S]: leading D Z^2 = 2312.0 hartree
Er [lambda_S]: Weizsaecker energy = 1039.0 hartree
Er [lambda_S]: n(0)/Z^3 = 3.0620 a.u.
Er: cell radius = 10.85 bohr
tests ok
```
